# A lower bound on filament channels from conductance and shot noise

A memory filament has a conductance of 139.5 μS, which is 1.8 times $2e^2/h$. Since a spin-degenerate channel contributes at most $2e^2/h$, the conductance requires at least two channels. Stopping there can give the wrong count: if the zero-temperature Fano factor is 0.30, two channels are impossible and at least three are needed. The opposite error also occurs. If the raw room-temperature noise of the same filament is inserted without removing its thermal part, the formula demands six channels from a filament that has three. The theorem below gives the correct inference and the noise quantity that must enter it.

## Setting and theorem

A filament joins two wide contacts. Electrons cross it elastically and phase-coherently, without interactions beyond a static potential. Both spins see the same scattering. Let $t$ be the matrix of transmission amplitudes from left to right for one spin. The nonzero eigenvalues of $t^\dagger t$ are $T_1,\ldots,T_N$; each is one spin-degenerate channel. Until stated otherwise, they do not vary over the energy window opened by the bias.

Let $e>0$ be the elementary charge, $V>0$ the bias and $I>0$ the magnitude of the mean current. The current noise $S$ is one-sided and taken at low frequency. With this convention, independent transfers of charge $e$ give $S=2eI$. Define

$$g=\frac{I/V}{2e^2/h},\qquad F=\left.\frac{S}{2eI}\right|_{T=0}.$$

Here $T$ without an index is temperature.

**Theorem.** If $g>0$, then $F<1$ and

$$N\ge\frac{g}{1-F}.$$

Equality holds if and only if all $T_n$ are equal. Since $N$ is an integer, $N\ge\lceil g/(1-F)\rceil$, where $\lceil\cdot\rceil$ means rounding up.

The proof needs three lemmas: the channels scatter independently, each obeys a simple counting law, and $g$ and $F$ therefore fix the first two power sums of the $T_n$.

## Lemma 1: independent eigenchannels

**Lemma 1.** The incoming and outgoing states can be chosen so that each eigenvalue $T_n$ belongs to a separate two-state scattering problem.

*Proof.* Let $r$ be the reflection matrix for electrons from the left. Conservation of probability gives

$$r^\dagger r+t^\dagger t=1.$$

Both terms are Hermitian and nonnegative, so the eigenvalues of $t^\dagger t$ lie between 0 and 1. Let $u_n$ be its orthonormal eigenvectors. They are also eigenvectors of $r^\dagger r$, with eigenvalues $R_n=1-T_n$. For $0<T_n<1$, define the outgoing states

$$a_n=\frac{ru_n}{\sqrt{R_n}},\qquad b_n=\frac{tu_n}{\sqrt{T_n}}.$$

They are orthonormal because $(ru_m)^\dagger ru_n=R_n\delta_{mn}$ and $(tu_m)^\dagger tu_n=T_n\delta_{mn}$. The state $u_n$ therefore scatters into $\sqrt{R_n}\,a_n+\sqrt{T_n}\,b_n$.

Now trace the orthogonal combination $\sqrt{T_n}\,a_n-\sqrt{R_n}\,b_n$ back to its incoming state. Its component arriving from the left is

$$\sqrt{T_n}\,r^\dagger a_n-\sqrt{R_n}\,t^\dagger b_n
=\sqrt{T_nR_n}\,u_n-\sqrt{R_nT_n}\,u_n=0.$$

The incoming partner thus arrives entirely from the right. Call it $v_n$. The pair $(u_n,v_n)$ scatters only into $(a_n,b_n)$.

If $T_n=1$, then $ru_n=0$. The left lead has equally many incoming and outgoing modes, so one outgoing direction $a_n$ orthogonal to the range of $r$ remains for each such $n$. It obeys $r^\dagger a_n=0$, so its incoming partner again comes from the right. States with $T_n=0$ are fully reflected and carry nothing. $\square$

At a given energy, a contact fills all its incoming modes with the same probability. Changing to the basis $u_n,v_n$ leaves this distribution unchanged, so different pairs are statistically independent.

The number $N$ counts transmission eigenvalues. It is not a number of atoms, and it includes channels that tunnel through a constriction. It cannot exceed the number of propagating modes in a lead, because $t^\dagger t$ has no more eigenvalues than that. Together with the theorem, this means that $g/(1-F)$ cannot exceed the number of propagating modes either. That was tested on a square lattice strip six sites wide and six long, with unit hopping, at energies 0.7, 1.5 and 2.5. Random site energies had half-widths 0.3, 1 and 2, with ten samples for each combination. The largest ratio of $g/(1-F)$ to the number of propagating modes was 0.9999.

## Lemma 2: charge counting in one channel

**Lemma 2.** For one spin in channel $n$, the energy interval $dE$ supplies $dE/h$ transfer attempts per unit time. If the contacts have occupations $f_L$ and $f_R$, the number $q$ of electrons transferred rightward per attempt has

$$\langle q\rangle=T_n(f_L-f_R),$$

$$\operatorname{var}q=T_n[f_L(1-f_R)+f_R(1-f_L)]-T_n^2(f_L-f_R)^2.$$

*Proof.* In a lead of length $\ell$, wave numbers are spaced by $2\pi/\ell$. With velocity $v=dE/(\hbar\,dk)$, the interval $dE$ holds $\ell\,dE/(2\pi\hbar v)$ states moving toward the filament. Each passes once in a time $\ell/v$. Division gives the rate $dE/(2\pi\hbar)=dE/h$.

There are four cases per attempt. If neither incoming state is filled, nothing crosses. If both are filled, the Pauli principle requires both outgoing states to be filled, so no net charge crosses. If only the left state is filled, one electron crosses rightward with probability $T_n$; if only the right state is filled, one crosses leftward with probability $T_n$. Hence

$$p_+=T_nf_L(1-f_R),\qquad p_-=T_nf_R(1-f_L).$$

The mean is $p_+-p_-$, in which the products $f_Lf_R$ cancel. Since $q^2=1$ for either transfer, $\langle q^2\rangle=p_++p_-$. Subtracting $\langle q\rangle^2$ gives the variance. $\square$

This argument treats successive wave packets as separate attempts, which concerns the long-time growth of the variance. That step was tested by evolving free fermions on a 600-site chain with a central scatterer. The cases were $T_n=0.6$ and $0.3$ with $(f_L,f_R)=(1,0)$, and $T_n=0.6$ with $(0.8,0.3)$. Between times 60 and 140, in units of $\hbar$ divided by the hopping energy, the growth rates of mean and variance agreed with Lemma 2 within 0.13%.

## Lemma 3: what conductance and noise measure

**Lemma 3.** At zero temperature,

$$g=\sum_nT_n,\qquad F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$

*Proof.* Adding both spins and all channels gives

$$I=\frac{2e}{h}\int dE\sum_nT_n(f_L-f_R).$$

Over a long time $\tau$, the variance of the transferred charge is $S\tau/2$. The factor one half fits the stated convention: independent transfers have charge variance $e^2(I\tau/e)=eI\tau$, hence $S=2eI$. So $S$ is $2e^2$ times the rate at which the number variance grows:

$$S=\frac{4e^2}{h}\int dE\sum_n\operatorname{var}q_n.$$

At zero temperature, $f_L=1$ and $f_R=0$ in a window of width $eV$, and nothing fluctuates outside it. Therefore

$$I=\frac{2e^2V}{h}\sum_nT_n,\qquad
S=\frac{4e^3V}{h}\sum_nT_n(1-T_n).$$

The first equation gives $g$; dividing the second by $2eI$ gives $F$. $\square$

## Proof of the theorem

Lemma 3 gives $gF=\sum_nT_n-\sum_nT_n^2=g-\sum_nT_n^2$, so

$$\sum_nT_n^2=g(1-F).$$

The left side is positive because $g>0$ requires a nonzero $T_n$. Hence $F<1$.

The Cauchy-Schwarz inequality for the vectors $(T_1,\ldots,T_N)$ and $(1,\ldots,1)$ reads

$$\left(\sum_nT_n\cdot1\right)^2\le\left(\sum_nT_n^2\right)\left(\sum_n1^2\right)=N\sum_nT_n^2.$$

It follows here from an explicit sum of squares:

$$\frac12\sum_{n,m}(T_n-T_m)^2
=\frac12\left(2N\sum_nT_n^2-2\sum_{n,m}T_nT_m\right)
=N\sum_nT_n^2-\left(\sum_nT_n\right)^2\ge0.$$

Inserting the two sums gives $g^2\le Ng(1-F)$. Division by the positive number $g(1-F)$ proves the bound. Equality requires every difference $T_n-T_m$ to vanish, and equal values make every difference vanish. $\square$

**Remark: how much is missed.** Let $\mu=g/N$ be the mean transmission, $\sigma$ the standard deviation over the $N$ channels, and $c=\sigma/\mu$. Then $\sum_nT_n^2=N(\mu^2+\sigma^2)$, and

$$\frac{g}{1-F}=\frac{g^2}{\sum_nT_n^2}=\frac{N^2\mu^2}{N\mu^2(1+c^2)}=\frac{N}{1+c^2}.$$

The bound is an effective number of equally contributing channels. One strong channel accompanied by many weak ones gives a value near 1 if the weak ones together carry little conductance compared with the strong one.

**Remark: limits.** If all channels are fully open, $F=0$ and the bound is $g=N$. For one channel, $F=1-g$ and the bound is 1. For $N$ equal tunnelling channels with $T_n=\epsilon\ll1$, one has $g=N\epsilon$ and $1-F=\epsilon$; their ratio is still $N$. Here, however, two small numbers are divided. Since

$$\frac{\partial}{\partial F}\frac{g}{1-F}=\frac{g}{(1-F)^2},$$

keeping the error of the bound well below one channel requires the error in $F$ to be small compared with $(1-F)^2/g$.

**Remark: split spins.** Without spin degeneracy, apply the same proof to spin-resolved eigenvalues $\tau_j$. Now $\sum_j\tau_j=2g$ and $\sum_j\tau_j^2=2g(1-F)$, so their number is at least $2g/(1-F)$.

## The rounded bound cannot be improved

The proof did not use $T_n\le1$. This condition restricts the possible pairs $(g,F)$, but it does not strengthen the rounded bound.

**Proposition.** Write $g=M+\rho$, with $M$ an integer and $0\le\rho<1$. Then

$$F\ge\frac{\rho(1-\rho)}{g}.$$

Every pair with this property and $F<1$ is realized by $K=\lceil g/(1-F)\rceil$ channels. If $F$ is strictly above its minimum, every larger number of channels is possible too.

*Proof.* Take two transmissions $a\ge b$, both strictly between 0 and 1. Moving $\delta>0$ from $b$ to $a$ keeps $g$ fixed and changes the sum of squares by

$$(a+\delta)^2+(b-\delta)^2-a^2-b^2=2\delta(a-b)+2\delta^2>0.$$

Continue until one value reaches 0 or 1, then repeat. The process ends with $M$ values equal to 1 and, if $\rho>0$, one equal to $\rho$. This packed set has the largest sum of squares, $Q=M+\rho^2$. Thus $g(1-F)\le M+\rho^2$, or $gF\ge\rho-\rho^2$, which is the stated minimum.

For the construction, $F\ge0$ gives $K\ge g$, so the packed set fits into $K$ entries when padded with zeros. Call these entries $p_n$, and let $w=g/K$. Consider

$$T_n(s)=w+s(p_n-w),\qquad0\le s\le1.$$

Each value lies between 0 and 1, and their sum is $g$. The cross term in the sum of squares is $2sw\sum_n(p_n-w)=0$, so

$$\sum_nT_n(s)^2=\frac{g^2}{K}+s^2\left(Q-\frac{g^2}{K}\right).$$

As $s$ grows, this covers every value from $g^2/K$ to $Q$. The required value $g(1-F)$ lies in that range, by the definition of $K$ and by the first part.

If $s<1$, all entries are positive. If $s=1$ is needed, the required sum is $Q$, and the packed set has $\lceil g\rceil$ nonzero channels. The theorem then gives $K\le\lceil g\rceil$, while $K\ge g$ gives the reverse, so no entry is zero. For $F$ above its minimum, the same construction with any larger $K$ needs $s<1$ and has all entries positive. $\square$

Conductance and Fano factor therefore give no upper limit on $N$, except at the minimum of $F$, where the packed set is the only one possible.

## Transmission that varies with energy

At zero temperature the theorem survives energy dependence. Let $\langle\cdot\rangle$ be the average over the bias window, and let $N$ be the largest number of nonzero eigenvalues at any energy in it. Repeating Lemma 3 with $g$ defined by the ratio $I/V$ gives

$$g=\sum_n\langle T_n\rangle,\qquad g(1-F)=\sum_n\langle T_n^2\rangle.$$

Cauchy-Schwarz over channels, followed by nonnegativity of the variance over energy, yields

$$g^2\le N\sum_n\langle T_n\rangle^2\le N\sum_n\langle T_n^2\rangle=Ng(1-F).$$

The second inequality is an additional source of slack. Take three identical channels with $\ln[T_n/(1-T_n)]=\ln1.5+10E$, where $E$ is in eV, across a 1 eV window centred at zero. The bound is 1.98, so it certifies two of the three channels.

## Extracting the Fano factor at nonzero temperature

Return to constant $T_n$, and let both contacts have temperature $T$. Put $x=eV/(2kT)$, $A=f_L(1-f_R)$ and $B=f_R(1-f_L)$. The Fermi functions give $A/B=e^{2x}$, while $A-B=f_L-f_R$. Hence

$$A+B=\frac{e^{2x}+1}{e^{2x}-1}(f_L-f_R)=\coth x\,(f_L-f_R).$$

Since $\int(f_L-f_R)dE=eV$, the integral of $A+B$ is $eV\coth x$. Expanding the products also gives

$$(f_L-f_R)^2=A+B-f_L(1-f_L)-f_R(1-f_R).$$

Each of the last two terms integrates to $kT$, because $f(1-f)=-kT\,df/dE$. Thus $\int(f_L-f_R)^2dE=eV\coth x-2kT$. Lemma 2 now yields

$$S=\frac{4e^2}{h}\left[eV\coth x\sum_nT_n(1-T_n)+2kT\sum_nT_n^2\right].$$

With $G=I/V$, the equilibrium noise is $4kTG=(4e^2/h)\,2kT\sum_nT_n$. Subtracting it leaves

$$S-4kTG=\frac{4e^2}{h}(eV\coth x-2kT)\sum_nT_n(1-T_n).$$

Division by $2eI=(4e^2/h)eV\sum_nT_n$ gives

$$F=\frac{S-4kTG}{2eI\,L(x)},\qquad L(x)=\coth x-\frac1x.$$

The raw ratio is instead $S/(2eI)=F\coth x+(1-F)/x$, which exceeds $F$. If the raw ratio is below 1, using it raises the supposed lower bound and can make it false. If it is 1 or more, as happens at small bias, the formula gives no meaningful count.

## A filament read at room temperature

Choose $T_n=0.9,0.6,0.3$, with $V=0.10$ V and $T=300$ K. Then

$$g=1.8,\qquad\sum_nT_n^2=0.81+0.36+0.09=1.26,$$

$$F=1-\frac{1.26}{1.8}=0.30,\qquad\frac{g}{1-F}=\frac{1.8}{0.70}=2.57.$$

At least three channels are needed, which is the true number. At this $g$, two channels allow at most $F=1-1.8/2=0.10$, and three allow at most $1-1.8/3=0.40$. The smallest possible $F$ is $0.8\times0.2/1.8=0.089$.

Five channels with transmissions 0.863, 0.706 and three times 0.077 have the same $g$ and $F$. The measurement thus excludes two channels but does not identify three.

The resistance is 7.17 kΩ and the current 13.95 μA. Here $x=1.934$ and $L=0.526$. The total noise is $3.015\times10^{-24}$ A²/Hz, of which $4kTG=2.311\times10^{-24}$ A²/Hz. The excess is $7.05\times10^{-25}$ A²/Hz, and

$$F=\frac{7.05\times10^{-25}}{2e(13.95\ \mu\mathrm A)(0.526)}=0.30.$$

Without the correction, $S/(2eI)=0.675$. The formula then returns 5.53, a false minimum of six channels.

## What a real filament changes

The transmissions, voltage and temperature above are chosen, not measured. Each disturbance below is added alone, with the other settings fixed.

- **Energy dependence.** Let $\ln[T_n/(1-T_n)]$ rise by 3 per eV, keeping the chosen $T_n$ at the window centre. The inferred bound changes from 2.571 to 2.569. The zero-temperature proof does not cover this thermal case, and the bound can fail there. Three identical channels with $T_n=1/[1+0.3\cos^2(\pi E/0.2\,\mathrm{eV})]$, at the same voltage and temperature and with the bias window centred at $E=0$, give 3.20 and thus a false minimum of four. The outcome depends on where the window lies: shifted by 0.05 eV, the same channels give 2.98.

- **Series resistance.** Put $R_s=500$ Ω at 300 K in series and analyse the total voltage. With $D=1+GR_s=1.070$, the inferred conductance falls to $g/D=1.68$. Voltage division also reduces current fluctuations by $D$, so the excess noise falls by $D^2$ at the filament's own voltage $V/D$. The thermal noises of filament and resistor together give $(4kTG+4kTR_sG^2)/D^2=4kTG/D$, which is exactly what the analysis subtracts. The inferred Fano factor is
$$F_s=\frac{F}{D^2}\frac{L(x/D)}{L(x)}=0.25.$$
Since $L'(x)=1/x^2-1/\sinh^2x>0$, $F_s<F$. Both inferred quantities decrease, so the bound, now 2.24, remains valid but weaker.

- **Heating.** If both contacts are at 310 K but the analysis assumes 300 K, $F$ appears as 0.326 and the bound as 2.67. The rounded result is still three, but the error is in the unsafe direction.

- **Flicker noise.** Assume an added noise $10^{-7}I^2/f$ at frequency $f$. At 30 MHz the inferred $F$ is 0.576 and the bound 4.25, a false minimum of five. This is the largest shift among the four. For the assumed strength, flicker noise falls to 1% of the excess noise at 2.76 GHz. There $hf=0.011$ meV, far below both $kT=25.9$ meV and $eV=100$ meV, so quantum corrections due to the finite frequency are negligible. The capacitance of the device and circuit, which can matter at such frequencies, is not modelled.

The flicker strength is an assumption and must be measured for a given device. Inelastic scattering and electron interactions can also break the premises; their effect is not calculated here. A leakage path in parallel with the filament adds to $g$ and can also make the bound too high. A channel count from a real filament is therefore conditional on coherent transport, on transmissions that vary little over the bias and thermal window, on negligible parallel leakage, on the correct contact temperature, and on removing every noise source that would raise the inferred $F$. When $g/(1-F)$ lies close to an integer, even a small error can change the rounded count. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Chosen transmissions: 0.9 0.6 0.3
Read voltage: 0.10 V
Temperature: 300 K
Conductance quantum 2e^2/h: 77.4809 uS
Conductance: 139.47 uS
Resistance: 7.170 kohm
Current: 13.947 uA
g: 1.8000
Sum of squared transmissions: 1.2600
F after thermal correction: 0.3000
Channel bound g/(1-F): 2.5714
Smallest whole channel count: 3
Largest F with 2 channels at this g: 0.1000
Largest F with 3 channels at this g: 0.4000
Smallest possible F at this g: 0.0889
Five channels with same g and F: 0.8627 0.7056 0.0772 0.0772 0.0772
eV/(2kT): 1.9341
Thermal factor coth(x)-1/x: 0.5256
Total noise: 3.0154e-24 A^2/Hz
Equilibrium noise 4kTG: 2.3106e-24 A^2/Hz
Excess noise: 7.0473e-25 A^2/Hz
Uncorrected S/(2eI): 0.6747
False bound from uncorrected noise: 5.5339
False whole channel count: 6
Energy slope of transmission logit: 3.0 1/eV
Energy-dependent case, inferred g: 1.7995
Energy-dependent case, inferred F: 0.2995
Energy-dependent case, bound: 2.5690
Series resistance: 500 ohm
Series case, inferred g: 1.6827
Series case, inferred F: 0.2505
Series case, bound: 2.2449
Unrecognized heating: 10 K
Heated case, inferred F: 0.3263
Heated case, bound: 2.6717
Assumed flicker strength f*S/I^2: 1.0e-07
Flicker test frequency: 30 MHz
Flicker case, inferred F: 0.5760
Flicker case, false bound: 4.2453
Frequency for flicker at 1% of excess: 2.760 GHz
Photon energy at that frequency: 0.0114 meV
Thermal energy kT: 25.85 meV
Zero-temperature 1 V test, 3 channels, slope 10/eV: bound: 1.9816
Largest chain-rate deviation: 0.128 %
Largest disordered-strip bound / open modes: 0.9999
```
